Why a norm-conserving pseudo-atom need not satisfy 2T + V = 0

**The argument under review**

The author solves an atom with a norm-conserving pseudopotential, finds that 2T + V is far from zero, and reasons as follows. An atom in a stationary state obeys the virial theorem 2T + V = 0. A pseudo-atom is an atom with fewer electrons, so it must obey it too, and the deviation must come from an incomplete basis. Moreover, the pseudo-orbital equals the valence orbital outside the cutoff radius and holds the same charge inside it. Its kinetic energy and momentum density may therefore be reported as those of the valence electrons.

Two questions have to be separated. What does stationarity imply for the pseudo-Hamiltonian? And which properties of the valence orbital does norm conservation preserve?

I use Hartree atomic units, a nonrelativistic atom with a fixed nucleus, and real orbitals. An orbital of angular momentum l has radial part u(r)/r, with ∫u²dr = 1. The pseudopotential acting on channel l is

V_l(r) = −Z/r + ΔV_l(r), with ΔV_l(r) = 0 for r > r_c.

Z is the charge seen at a distance. In a real ionic pseudopotential ΔV_l usually keeps a short, rapidly decaying tail beyond r_c; relations (A) and (B) below do not require it to vanish exactly, provided the tail is included in the expectation values. ΔV_l is taken to be continuous at r_c. Because it depends on l, the potential is nonlocal: it first projects the wave function on each angular momentum.

**1. What scaling gives**

Compress every orbital uniformly by a factor λ:

ψ_λ(r) = λ^(3/2) ψ(λr), that is, u_λ(r) = √λ u(λr).

The orbitals stay orthonormal and their angular parts are unchanged. They are thus allowed trial orbitals, and a stationary energy must satisfy dE/dλ = 0 at λ = 1.

Each energy term responds in its own way. Kinetic energy contains two derivatives, so T becomes λ²T. The attraction −Z/r and the electron repulsion contain one inverse length, so they become λ times their original values. The same holds for Hartree-Fock exchange, which is a Coulomb integral. It also holds for local-density exchange: the density becomes n_λ(r) = λ³n(λr), the integral of n^(4/3) gains λ⁴ from the integrand, and it loses λ³ from the volume element.

For an all-electron atom with these terms, E(λ) = λ²T + λV. Its derivative at λ = 1 is 2T + V, which must vanish. The proof needs every part of V to scale as λ.

The short-range part ΔV_l does not. Substituting x = λr,

⟨ΔV_l⟩_λ = ∫λu²(λr) ΔV_l(r) dr = ∫u²(x) ΔV_l(x/λ) dx.

Since d(x/λ)/dλ = −x at λ = 1,

d⟨ΔV_l⟩_λ/dλ = −⟨r ΔV_l′⟩.

Let C be the sum of the −Z/r attraction, the Hartree energy and exchange, and let f_i be the occupation of orbital i. Leaving correlation aside for the moment, stationarity reads

0 = 2T + C − Σ_i f_i⟨r ΔV_l′⟩_i.

The whole potential energy is V = C + Σ_i f_i⟨ΔV_l⟩_i. Replacing C by V − Σ_i f_i⟨ΔV_l⟩_i and moving the short-range terms to the right gives

2T + V = Σ_i f_i⟨ΔV_l + r ΔV_l′⟩_i = Σ_i f_i⟨d(r ΔV_l)/dr⟩_i.  (A)

In each term l is the angular momentum of orbital i. If all ΔV_l vanish, the Coulomb result returns. Otherwise the right side is in general not zero, even in a complete basis. The same argument applies to an exact interacting wave function of the pseudo-Hamiltonian: all coordinates are scaled together, and the right side becomes the expectation value of the corresponding sum of one-electron operators.

Kohn-Sham theory with local-density correlation needs one more term. With ε_c(n) the correlation energy per electron,

E_c[n_λ] = ∫n(x) ε_c(λ³n(x)) d³x.

Differentiating at λ = 1 gives 3∫n² (dε_c/dn) d³x. The correlation potential is v_c = d(nε_c)/dn = ε_c + n dε_c/dn, so

dE_c/dλ = 3∫n(v_c − ε_c) d³r.

This derivative enters the stationarity condition, while E_c itself enters V. Hence

2T + V = Σ_i f_i⟨d(r ΔV_l)/dr⟩_i + E_c − 3∫n(v_c − ε_c) d³r.  (B)

Here T is the kinetic energy of the Kohn-Sham orbitals. The correlation term is not a pseudopotential effect; the same derivation puts it into the relation for an all-electron Kohn-Sham atom.

**2. The form for a general nonlocal operator**

If the author's code uses projectors, there may be no function ΔV_l(r) to differentiate. One then differentiates the orbital instead:

dψ_λ/dλ at λ = 1 is Gψ, with G = 3/2 + r·∇.

For a Hermitian operator W that replaces ΔV, the derivative of ⟨W⟩ is 2⟨Gψ|Wψ⟩ for real functions. The one-electron relation becomes

2T + V = ⟨W⟩ − 2⟨Gψ|Wψ⟩.

For a radial potential this agrees with (A). On radial functions G acts as ½ + r d/dr, so

2∫(u/2 + ru′)ΔV u dr = ∫(ru²)′ΔV dr = −∫u² r ΔV′ dr,

where the last step is an integration by parts with vanishing boundary terms.

Only Wψ appears. Let φ be the reference pseudo-orbital and χ = ΔVφ. The separable operator |χ⟩⟨χ|/⟨φ|χ⟩ turns φ into χ, just as ΔV does, so both have the same first scaling derivative on φ. They remain different operators, and on another orbital the virial term must be evaluated with the one actually used. The model of section 3 shows how far they can differ. There χ = (ε − H₀)φ, with H₀ the pure Coulomb Hamiltonian, so χ is orthogonal to the true 2s orbital, an eigenstate of H₀ at the same ε. The separable operator leaves that orbital untouched, and it survives as a second eigenstate at ε with 2T + V = 0.

**3. A reference in which the valence orbital does obey the theorem**

The comparison needs care, because a valence orbital of an all-electron atom need not satisfy 2T + V = 0 by itself. The theorem concerns the complete atom. For one orbital in a screened potential v(r), scaling gives 2t = ⟨rv′⟩, which equals −⟨v⟩ when v is a pure Coulomb potential but not in general.

I therefore take one electron in −Z/r with Z = 4. Its 2s state plays the valence orbital, and the empty 1s level plays the core state to be removed. The 2s energy is ε = −Z²/8 = −2 hartree. From T + V = ε and 2T + V = 0 follow T = 2 and V = −4 hartree.

The 2s orbital, with the sign chosen positive outside its node, is

u_true(r) = N r(Zr/2 − 1) exp(−Zr/2), N² = Z³/2.

The node lies at r = 2/Z = 0.5 bohr. A nodeless pseudo-orbital that equals u_true outside r_c therefore requires r_c > 0.5 bohr; the cutoff cannot be shrunk to zero. I take r_c = 1.25 bohr and, inside it,

u_ps(r) = r exp(P(r)),

where P is a fourth-degree polynomial in r². Its five coefficients are fixed by matching the value and first three derivatives at r_c and by requiring equal charge inside. The radial equation −½u″ + V_s u = εu then gives V_s = ε + u″/(2u), which is finite because u has no node for r > 0 and is odd near r = 0. The p channel keeps −Z/r, so the complete potential is nonlocal.

Both orbitals hold 0.349 electrons inside r_c, and both have ε = −2 hartree. For the pseudo-state, however,

T_ps = 0.4900 hartree, V_ps = −2.4900 hartree,

2T_ps + V_ps = 0.9800 − 2.4900 = −1.5100 hartree (−41.09 eV).

The right side of (A), evaluated from V_s, gives −1.5100 hartree as well. The deviation is thus a property of the Hamiltonian and not a basis error.

**4. The virial defect and the kinetic-energy error**

In this reference, T_ps + V_ps = ε and T_true = −ε. Therefore

2T_ps + V_ps = T_ps + ε = T_ps − T_true.

With numbers, 0.4900 − 2.0000 = −1.5100 hartree. The pseudo-orbital has about a quarter of the true kinetic energy. The orbitals coincide outside r_c, so the difference must arise inside:

T_ps − T_true = ½∫₀^(r_c) (u_ps′² − u_true′²) dr.

Direct integration of this expression again gives −1.5100 hartree. Norm conservation fixes ∫u²dr over the inner region; it does not fix ∫u′²dr.

For a screened atom the simple equality needs a correction. Let v be the effective radial potential of an orbital and D = ⟨d(rv)/dr⟩. Scaling gives 2t + ⟨v⟩ = D, and the eigenvalue is t + ⟨v⟩ = ε. Subtraction yields t = D − ε. At equal eigenvalues,

t_ps − t_true = D_ps − D_true.

The pseudo-orbital's own virial defect is the complete error when D_true = 0, as in the Coulomb reference.

The author might point to the stability of T as r_c is varied. In the present model, with the pseudopotential rebuilt each time,

r_c = 1.00 bohr: T_ps = 0.4948 hartree
r_c = 1.25 bohr: T_ps = 0.4900 hartree
r_c = 1.50 bohr: T_ps = 0.4843 hartree

These three values span 0.0105 hartree. T_ps is not monotonic in between (it dips to about 0.482 hartree near r_c = 1.08 bohr), and over the whole range the spread is 0.013 hartree, still less than one percent of the 1.51 hartree error; closer to the node T_ps varies much more and passes the true value, reaching 2.75 hartree at r_c = 0.70 bohr, so even the sign of the error depends on the cutoff. Weak dependence on the cutoff within such a range is therefore no evidence that the kinetic energy is right. The remaining dependence shows separately that T_ps is not fixed by the valence state: all three constructions have the same eigenvalue and the same outer orbital.

**5. What the defect measures**

The Coulomb potential contains no length of its own, whereas the pseudopotential contains the size of its core region. Stretch only the short-range part:

ΔV_s(r; s) = s⁻¹ΔV_s(r/s).

At s = 1 its derivative with respect to s is −ΔV_s − rΔV_s′. By the Hellmann-Feynman theorem, the one-electron eigenvalue changes by the expectation value of this derivative, so

dε/ds = −⟨d(r ΔV_s)/dr⟩ = −(2T_ps + V_ps).

Solving the stretched problem numerically gives dε/ds = 1.510 hartree. The negative defect says that enlarging this core region raises the level. This operation differs from rebuilding the pseudopotential at a larger r_c, which readjusts its shape to keep ε fixed.

**6. The momentum density**

For an s state, the Fourier transform over angles leaves a sine transform. The momentum distribution, integrated over directions, is

I(p) = (2/π)S(p)², S(p) = ∫₀^∞ u(r) sin(pr) dr,

and T = ∫½p²I(p)dp. Equal momentum distributions would imply equal kinetic energies. Since the latter differ, so must the former.

For the true state set a = Z/2. The required integrals are

∫₀^∞ r e^(−ar) sin(pr) dr = 2ap/(a² + p²)²,

∫₀^∞ r² e^(−ar) sin(pr) dr = 2p(3a² − p²)/(a² + p²)³,

the second being minus the a-derivative of the first. Multiplying the second by a and subtracting the first gives

S_true = 2Nap[(3a² − p²) − (a² + p²)]/(a² + p²)³ = 4Nap(a² − p²)/(a² + p²)³.

It vanishes at p = a = 2. For large p it tends to −4Na/p³ = −2NZ/p³, and with N² = Z³/2,

I_true(p) → 4Z⁵/(πp⁶).

The pseudo-orbital behaves differently. It is odd in r near the nucleus, so its even derivatives vanish at r = 0. Its derivatives through the third are continuous at r_c. Four integrations by parts then give

S_ps = p⁻⁴ ∫₀^∞ u⁗(r) sin(pr) dr.

The fourth derivative jumps by J at r_c. Integrating once more on each side of r_c leaves J cos(pr_c)/p as the leading part of the integral, and hence

I_ps(p) → (2/π)J² cos²(pr_c)/p¹⁰.

This is the leading term; near the zeros of the cosine the next order in 1/p takes over. The power 10 belongs to this degree of smoothness; another construction may have another power.

The distributions in atomic units, with p in inverse bohr, are

p = 0.5: true 0.778, pseudo 0.843
p = 1: true 0.751, pseudo 0.879
p = 2: true 0, pseudo 0.0158
p = 4: true 0.0469, pseudo 0.00358
p = 8: true 0.00304, pseudo 0.00000458

At p = 8 the pseudo-state is too small by a factor of about 660. The error is not confined to high momentum: at p = 1 the pseudo-value is 17 percent above the true one. This is possible because S(p) at every p integrates over the whole orbital, including the region where the two differ.

The error reaches an observable. In the impulse approximation, the Compton profile at zero momentum is J(0) = ½∫I(p)/p dp (not to be confused with the jump J). It is 0.679 for the true state and 0.745 for the pseudo-state, an excess of 10 percent. These sizes belong to this model and cutoff. The same construction applied to local-density atoms gives an excess of about 4 percent and about a fifth of the orbital kinetic energy for Na 3s (r_c = 2.3 bohr), but an excess below 1 percent and about nine tenths of the kinetic energy for the nodeless O 2p orbital (r_c = 1.45 bohr). To repair the momentum amplitude one must restore the inner orbital, which adds

∫₀^(r_c) [u_true(r) − u_ps(r)] sin(pr) dr

to S_ps(p). The kinetic energy likewise needs the inner difference given in section 4.

**7. An interacting pseudo-atom**

To test (B) with electron interaction, I put two s electrons and one p electron on the same ionic pseudopotential. The potential was built from a one-electron reference, so no valence screening has to be removed from it. The model ion is treated with a spherically averaged density, local-density exchange and Wigner correlation. Its energies in hartree are

T = 2.1706
ionic potential energy = −8.0310
Hartree energy = 2.4222
exchange = −0.7925
correlation = −0.1349

The last four add to V = −6.5362, and therefore

2T + V = 4.3413 − 6.5362 = −2.1949 hartree (−59.73 eV), where 2T is formed from T = 2.170625 before rounding.

The right side of (B) consists of −2.0862 from the pseudopotential and −0.1087 from correlation, again −2.1949 hartree. The numerical residual is about 5 × 10⁻¹⁰ hartree. As a separate check, the total energy recomputed from rescaled orbitals is stationary at λ = 1 within the accuracy of the numerical derivative.

The channel label matters. Here ΔV_p = 0, so the p electron contributes nothing to the pseudopotential term. Applying the s-channel expression to the whole density would give −4.0111 instead of −2.0862 hartree, and the relation would fail.

**What should be changed**

The author should replace the test 2T + V = 0 by the residual of (A) or (B), using the operator present in the calculation. Relation (B) assumes a local-density exchange-correlation energy that depends on the valence density alone. A fixed partial core density inside that energy does not scale with the orbitals and adds a further term, and a gradient-corrected correlation functional has a different scaling derivative; such terms must be included first. Once every energy term has its own scaling derivative, a nonzero residual indicates incomplete self-consistency, a basis that cannot follow a uniform scaling, inaccurate numerical integration, or an error in the virial term. A zero residual is necessary but not sufficient, since it tests stationarity along one direction only. With other nuclei held in place the atomic relation does not apply unchanged, because scaling the electrons alone also changes their attraction to those centres in a non-homogeneous way.

The reported T should be called the kinetic energy of the pseudo-orbitals. Neither it nor the momentum density should be reported as a valence or measurable quantity until the inner part of the orbitals has been restored or its contribution estimated; that contribution is large where nodes were removed and can be small at low momentum for a nodeless channel.

Computed results

```
core charge Z = 4, main cutoff = 1.25 bohr
reference eigenvalue = -2.000000 hartree
true 2s: T = 2.000000, V = -4.000000 hartree
true 2s: 2T+V = -1.3e-15 hartree
pseudo-state by cutoff (bohr; energies in hartree):
 rc=1.00 eps=-2.000000 T=0.494786 V=-2.494786 2T+V=-1.505214 formula=-1.505214
 rc=1.25 eps=-2.000000 T=0.490006 V=-2.490006 2T+V=-1.509994 formula=-1.509994
 rc=1.50 eps=-2.000000 T=0.484300 V=-2.484300 2T+V=-1.515700 formula=-1.515700
main cutoff: 2T+V = -41.089 eV
charge inside cutoff, both states = 0.348946 electrons
kinetic difference from inside cutoff = -1.509994 hartree
minus eigenvalue slope under stretching = -1.509995 hartree
scaling derivative, formula = 2.126159 hartree
scaling derivative, semilocal numeric = 2.126159 hartree
scaling derivative, separable numeric = 2.126159 hartree
short-range energy at scale 1.2, semilocal = 1.132051 hartree
short-range energy at scale 1.2, separable = 1.129833 hartree
I(p) in atomic units (p in 1/bohr):
 p=0.5 true=7.7782e-01 pseudo=8.4344e-01
 p=1.0 true=7.5099e-01 pseudo=8.7864e-01
 p=2.0 true=7.5134e-33 pseudo=1.5802e-02
 p=4.0 true=4.6937e-02 pseudo=3.5805e-03
 p=8.0 true=3.0384e-03 pseudo=4.5770e-06
T from momentum: true 1.99997, pseudo 0.49001 hartree
Compton J(0): true 0.67906, pseudo 0.74472 bohr
high-momentum test point p = 251.33 1/bohr
tail/asymptote: true 0.99949, pseudo 1.00125 (no unit)
s2p1 ion: eps_s = -0.770518, eps_p = -0.675237 hartree
s2p1 ion: T = 2.170625 hartree
s2p1 ion: E_ion = -8.030960 hartree
s2p1 ion: E_Hartree = 2.422197 hartree
s2p1 ion: E_x = -0.792539 hartree
s2p1 ion: E_c = -0.134896 hartree
s2p1 ion: total energy = -4.365573 hartree
s2p1 ion: 2T+V = -2.194947 hartree = -59.728 eV
s2p1 ion: pseudopotential term = -2.086203 hartree
s2p1 ion: correlation term = -0.108744 hartree
s2p1 ion: residual of full relation = -5.1e-10 hartree
s2p1 ion: term if s potential acted on all = -4.011142 hartree
s2p1 ion: numerical dE/d(scale) = 5.4e-07 hartree
```
